# Matching an electron envelope across a silicon-oxide mass step

Let an electron envelope $\psi(z)$ obey the BenDaniel-Duke Hamiltonian

$$H=-\frac{\hbar^2}{2}\frac{d}{dz}\frac{1}{m(z)}\frac{d}{dz}+V(z),$$

where the effective mass $m$ and the band edge $V$ both step at a plane, and $V$ contains no delta function there. Then $\psi$ and $\psi'/m$ are continuous at the plane, while the slope $\psi'$ jumps in the ratio of the masses. The rule "$\psi$ and $\psi'$ continuous", called the naive rule below, is, for this Hamiltonian, correct for equal masses and wrong otherwise. In the example worked below, where an electron of energy 0.10 eV tunnels through 1.5 nm of oxide between two silicon regions, it makes the transmission about three times too large; with other masses or energies the error can vanish or change sign.

Conservation of current exposes the error at a single step when the wave propagates on both sides, but does not by itself select the right rule. The Hamiltonian does that.

## A step that creates electrons

The current follows from $i\hbar\,\partial_t\psi=H\psi$. Since $V$ is real,

$$\partial_t|\psi|^2=\frac{2}{\hbar}\,\mathrm{Im}(\psi^*H\psi)=-\hbar\,\mathrm{Im}\!\left[\psi^*\left(\frac{\psi'}{m}\right)'\right]=-\frac{d}{dz}\left[\hbar\,\mathrm{Im}\frac{\psi^*\psi'}{m}\right].$$

The last step holds because the extra term produced by the product rule, $|\psi'|^2/m$, is real. The current is therefore

$$J=\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi').$$

In a stationary state $|\psi|^2$ does not change with time, so $J$ must be the same on both sides of the plane. If $\psi$ and $\psi'$ are both continuous, $\mathrm{Im}(\psi^*\psi')$ is continuous, and $J$ jumps by the factor $m_1/m_2$ from left to right.

Take $\hbar=1$, $m_1=1$ and $V=0$ on the left, $m_2=\tfrac12$ and $V=\tfrac12$ on the right, and energy $E=1$. The wavenumbers are

$$k_1=\sqrt{2m_1E}=\sqrt2,\qquad k_2=\sqrt{2m_2(E-V)}=\frac{1}{\sqrt2}.$$

The wave is $e^{ik_1z}+re^{-ik_1z}$ on the left and $te^{ik_2z}$ on the right. The naive rule requires

$$1+r=t,\qquad k_1(1-r)=k_2t .$$

Putting $r=t-1$ into the second equation gives $2k_1=(k_1+k_2)t$, hence

$$t=\frac{2k_1}{k_1+k_2}=\frac43,\qquad r=\frac{k_1-k_2}{k_1+k_2}=\frac13 .$$

The reflected and transmitted fractions of the current involve the velocities $v=\hbar k/m$. Here $v_1=\sqrt2$ and $v_2=(1/\sqrt2)/(1/2)=\sqrt2$, so

$$R=r^2=\frac19,\qquad T=\frac{v_2}{v_1}t^2=\frac{16}{9},\qquad R+T=\frac{17}{9}.$$

Nearly two electrons leave for each one that arrives. For general parameters, $v_2/v_1=(m_1/m_2)(k_2/k_1)$ and $r^2=1-4k_1k_2/(k_1+k_2)^2$, which give

$$R+T=1+\left(\frac{m_1}{m_2}-1\right)\frac{4k_1k_2}{(k_1+k_2)^2}.$$

The excess vanishes for equal masses. If the electron enters the heavier material, its sign changes and electrons disappear.

With $\psi'/m$ continuous, the second condition becomes $v_1(1-r)=v_2t$. The same algebra, with $v$ in place of $k$, gives

$$R=\left(\frac{v_1-v_2}{v_1+v_2}\right)^2,\qquad T=\frac{v_2}{v_1}\left(\frac{2v_1}{v_1+v_2}\right)^2=\frac{4v_1v_2}{(v_1+v_2)^2},$$

whose sum is 1. At $E=1$ the velocities are equal and nothing is reflected, although both mass and potential change. At $E=2$, $v_1=2.000$ and $v_2=2.449$, so $R=0.010$ and $T=0.990$; the naive rule gives $R=0.058$ and $T=1.884$.

Reflection alone can hide the fault. If only the mass steps, then $k\propto\sqrt m$ and $v\propto1/\sqrt m$. The two rules then give amplitudes $r$ of opposite sign and the same $R$.

## The general rule and its proof

The mean kinetic energy is $\int(\hbar^2/2m)|\psi'|^2dz$. A jump in $\psi$ would make it infinite, so $\psi$ is continuous. Now write $H\psi=E\psi$ as

$$\frac{\hbar^2}{2}\left(\frac{\psi'}{m}\right)'=(V-E)\psi$$

and integrate from $-\varepsilon$ to $\varepsilon$ across the plane $z=0$:

$$\frac{\hbar^2}{2}\left[\frac{\psi'}{m}\right]_{-\varepsilon}^{\varepsilon}=\int_{-\varepsilon}^{\varepsilon}(V-E)\psi\,dz .$$

The integrand is bounded, so the right side is at most of order $\varepsilon$ and vanishes as $\varepsilon\to0$. Hence

$$\psi(0^-)=\psi(0^+),\qquad \frac{\psi'(0^-)}{m_1}=\frac{\psi'(0^+)}{m_2}.$$

The same rule emerges when the step is the limit of a smooth profile. Carrying out the outer derivative and multiplying by $m$ gives

$$\psi''=\frac{m'}{m}\psi'+\frac{2m(V-E)}{\hbar^2}\psi .$$

The naive rule amounts to dropping the first term on the right. In a transition layer of width $w$, $m'$ is of order $1/w$, so this term changes $\psi'$ by a finite amount however thin the layer is. The second term contributes only an amount of order $w$. What remains is $\psi''/\psi'=m'/m$, so $\psi'$ is proportional to $m$ through the layer.

## What current conservation leaves open

Write $u=\psi'/m$ and keep $\psi$ continuous. A general linear condition on the slope is $u_2=hu_1+g\psi$, with constants $h$ and $g$. Equal currents require

$$\mathrm{Im}(g)\,|\psi|^2+\mathrm{Im}(h\,\psi^*u_1)=\mathrm{Im}(\psi^*u_1)$$

for all values of $\psi$ and $u_1$ at the plane. Choosing $u_1=0$ shows that $g$ is real. Choosing $\psi^*u_1=1$ gives $\mathrm{Im}\,h=0$, and $\psi^*u_1=i$ gives $\mathrm{Re}\,h=1$. Therefore

$$u_2=u_1+g\psi,\qquad g\ \text{real}.$$

This is the effect of an added potential $(\hbar^2g/2)\,\delta(z)$, as integrating the Schrödinger equation across it shows. A thin layer of altered bonding, with a band edge different from that on either side, could be modelled in this way. A bare sheet of charge could not: its potential has a kink but stays finite, so it leaves $g=0$.

For the step above at $E=1$, the condition reads $iv_2t=iv_1(1-r)+gt$. With $r=t-1$ it gives $t=2v_1/(v_1+v_2+ig)$. For $g=2$, $T=|t|^2=8/(8+4)=2/3$ and $R=1-T=1/3$. Current is conserved, yet the answer differs from the $R=0$ of the plain step. The value $g=0$ comes from the absence of a delta term in $H$.

## Where the naive rule comes from

Matching $\psi'$ is the correct procedure for a different operator,

$$\tilde H=-\frac{\hbar^2}{2m(z)}\frac{d^2}{dz^2}+V(z),$$

because $\tilde H\psi=E\psi$ gives $\psi''=2m(V-E)\psi/\hbar^2$, which is bounded. This operator results from inserting a position-dependent mass into the constant-mass formula. It is not Hermitian in the ordinary inner product, and its bound states show this.

Let $\psi_a$ and $\psi_b$ be real bound states with energies $E_a$ and $E_b$, in a well with mass $m_{in}$ to the left of a step and $m_{out}$ to its right. In each region, multiply the equation for $\psi_a$ by $\psi_b$, exchange the labels and subtract:

$$(E_a-E_b)\psi_b\psi_a=-\frac{\hbar^2}{2m}\,W',\qquad W=\psi_b\psi_a'-\psi_a\psi_b'.$$

$W$ vanishes at the outer ends. Integrating over both regions leaves the contributions from the step. Under the naive rule $W$ has one value $W_s$ there, so

$$(E_a-E_b)\int\psi_b\psi_a\,dz=\frac{\hbar^2}{2}\left(\frac{1}{m_{out}}-\frac{1}{m_{in}}\right)W_s .$$

The states are in general not orthogonal. Multiplying by $m$ before integrating removes the surface term, so they are orthogonal with weight $m(z)$. Equivalently, $\phi=\sqrt m\,\psi$ obeys the Hermitian operator $-\tfrac{\hbar^2}{2}m^{-1/2}\tfrac{d^2}{dz^2}m^{-1/2}+V$, under which the envelope $\phi$ jumps at the step. The naive energies, and the naive transmission through a barrier between identical leads, are the exact results of that other ordering, not of $H$. Under the correct rule $W/m$ is continuous, the two contributions cancel, and the ordinary overlap is zero.

For an example with $\hbar=1$, put a hard wall at $z=0$ and a step at $z=1$, with $m_{in}=1$, $m_{out}=\tfrac12$ and a potential of 16 outside. The state is $\sin kz$ inside, with $k=\sqrt{2E}$, and decays outside at the rate $\kappa=\sqrt{16-E}$. The matching conditions are

$$k\cot k=-2\kappa\ \ \text{(correct)},\qquad k\cot k=-\kappa\ \ \text{(naive)}.$$

Solved by numerical root finding, the correct condition gives the energies 3.821 and 13.710, and the naive one gives 3.192 and 12.771. The naive values are 16% and 7% too low relative to the correct ones. Integrating the products of the naive wavefunctions gives a normalized overlap of magnitude 0.07. A single real bound state has $J=0$ everywhere under either rule, so a current test on that state cannot detect these errors. In a superposition of the two naive states with a relative phase, the current does jump at the step.

## A barrier that hides the error

Let an oxide of thickness $d$ and barrier height $V$ lie between two silicon regions, with $E<V$. Both rules can be treated together by requiring $\chi=p\psi'$ to be continuous, with $p=1/m$ for the correct rule and $p=1$ for the naive one. Define

$$a=p_{Si}k,\qquad b=p_{ox}\kappa,\qquad \rho=\frac ba,$$

where $k=\sqrt{2m_{Si}E}/\hbar$ and $\kappa=\sqrt{2m_{ox}(V-E)}/\hbar$. At the exit face $\psi(d)=t$ and $\chi(d)=iat$, with the phase of the outgoing wave absorbed in $t$. The solution in the oxide with these end values is

$$\psi(z)=t\cosh\kappa(d-z)-\frac{iat}{b}\sinh\kappa(d-z).$$

With $C=\cosh\kappa d$ and $S=\sinh\kappa d$, its values at the entry face are

$$\psi(0)=t\left(C-\frac{i}{\rho}S\right),\qquad \chi(0)=t\,(iaC-bS).$$

The incident and reflected waves give $\psi(0)=1+r$ and $\chi(0)=ia(1-r)$. Adding $\psi(0)$ and $\chi(0)/(ia)$ eliminates $r$:

$$2=t\left[2C+i\left(\rho-\frac1\rho\right)S\right].$$

The leads are alike, so $T=|t|^2$. Using $C^2=1+S^2$ and $1+\tfrac14(\rho-1/\rho)^2=\tfrac14(\rho+1/\rho)^2$,

$$T=\left[1+\frac14\left(\rho+\frac1\rho\right)^2\sinh^2\kappa d\right]^{-1},\qquad \rho_{correct}=\frac{\kappa/m_{ox}}{k/m_{Si}},\quad \rho_{naive}=\frac{\kappa}{k}.$$

Under either rule $\mathrm{Im}(\psi^*\chi)$ is constant throughout, which gives $1-|r|^2=|t|^2$. The naive result thus satisfies $R+T=1$: the current jumps by $m_{Si}/m_{ox}$ at the first face and by the inverse factor at the second. The violation is visible only inside the oxide.

Take $m_{Si}=0.92\,m_0$, $m_{ox}=0.50\,m_0$, $V=3.1$ eV, $d=1.5$ nm, $E=0.10$ eV for motion along $z$, and no field. With $\hbar^2/2m_0=0.0381$ eV nm²,

$$k=\sqrt{\frac{0.92\times0.10}{0.0381}}=1.55\ \mathrm{nm^{-1}},\qquad \kappa=\sqrt{\frac{0.50\times3.0}{0.0381}}=6.27\ \mathrm{nm^{-1}}.$$

Hence $\rho_{naive}=4.04$ and $\rho_{correct}=4.04\times0.92/0.50=7.43$. Since $2\kappa d=18.82$, $\sinh^2\kappa d$ is very nearly $e^{2\kappa d}/4$, and

$$T\simeq\frac{16\,e^{-2\kappa d}}{(\rho+1/\rho)^2}=\begin{cases}1.9\times10^{-9}&\text{correct}\\5.8\times10^{-9}&\text{naive.}\end{cases}$$

The naive value is 3.1 times the correct one, and its current inside the oxide is $0.92/0.50=1.84$ times the current that leaves. The exponential is common to both rules, so the whole discrepancy lies in the prefactor. As $E\to0$ at fixed thickness, both $\rho$ grow without limit and the ratio tends to $(\rho_{correct}/\rho_{naive})^2=(m_{Si}/m_{ox})^2=3.4$. Averaging $T$ over $E$ with weight $e^{-E/k_BT_e}$ at a temperature $T_e=300$ K, by numerical integration, gives $4.2\times10^{-10}$ and $1.4\times10^{-9}$, a ratio of 3.2.

The error can have either sign. With a silicon mass of $0.19\,m_0$ and all other inputs held fixed, the naive transmission is 0.17 times the correct one. The rules can also agree: $\rho+1/\rho$ is unchanged when $\rho$ is replaced by $1/\rho$, so $T$ is the same if $\rho_{correct}\rho_{naive}=1$. This means

$$\frac{m_{Si}}{m_{ox}}\frac{\kappa^2}{k^2}=\frac{V-E}{E}=1,$$

or $E=V/2$, for every thickness and mass ratio in this model. Agreement at one energy therefore does not establish the matching rule.

## The model beside a real oxide

The inputs are rough typical values for silicon (001) and its oxide, for the two conduction valleys whose heavy axis is normal to the interface. The zero field is not typical of a working device. Several neglected effects are as large as the matching error or larger, and so is the effect of a small change in thickness. Unless stated otherwise, the following factors on $T$ come from the change in the decay exponent alone, with the prefactor held fixed.

- **Oxide band structure.** A two-band dispersion with a 9 eV gap multiplies $\kappa$ by $\sqrt{1-3.0/9}=0.82$, if $0.50\,m_0$ is kept as the band-edge mass. $T$ rises about 32 times through the exponent. The same dispersion lowers the mass that enters the matching to $0.33\,m_0$ at this energy, and solving the model with that mass gives a rise of about 21 times. A one-band oxide mass fitted to the decay of $T$ with thickness at this energy would already include the change in the exponent.
- **Field.** A field of 5 MV/cm, which tilts the barrier down by 0.75 eV across the oxide, raises $T$ 3.4 times through the exponent. The prefactor matters here too: solving the model with the tilted barrier, and with the exit band edge lowered by the same 0.75 eV, raises $T$ about 10 times. The electron then leaves 0.85 eV above the silicon band edge, well above the energy of roughly 0.13 eV at which a second conduction band joins at the X point, so the single parabolic valley makes this prefactor only a rough guide.
- **Image force.** Summing the image charges of an electron midway between the silicon regions, with relative permittivities 2.1 and 11.7, lowers the barrier by 0.24 eV. Applied uniformly, this raises $T$ 2.2 times. That is a low estimate, because the lowering is weakest at the midpoint: the position-dependent classical image potential, cut off at the silicon band edge, gives a factor of about 16 through the exponent, and about 26 when the model is solved with that potential. The classical form is itself doubtful within a bond length of the interface.
- **Thickness.** An oxide thinner by 0.1 nm transmits 3.5 times more.

The value $1.9\times10^{-9}$ is therefore the solution of the stated model and not a prediction of leakage. The decay length $1/\kappa=0.16$ nm is comparable with a bond length, which strains the assumption of a slowly varying envelope. A real interface may need a nonzero $g$, a jump in the envelope itself, or several coupled bands with their own matching conditions. A current-conserving tight-binding chain whose interface bond is the geometric mean of the two hoppings, for instance, realizes the ordering $m^{-1/2}\,d^2/dz^2\,m^{-1/2}$ and gives the value $5.8\times10^{-9}$. The words correct and naive above refer to the BenDaniel-Duke Hamiltonian; which matching describes a given interface has to come from the interface physics.

Numbers in the example were calculated in double precision.
